# Surface-Response Shift of the Nonretarded Plasmon on a Drude Metal: test program

```python
# Result under test: a Drude metal (z<0) facing vacuum has the nonretarded
# surface-plasmon pole  w/ws = 1 - q*d/2 + O(q^2),  ws = wp/sqrt(2),
# so the real frequency shifts by the fraction -q*Re(d)/2.
# q: wave number along the surface; d: Feibelman d_perp at ws, the centroid of
# induced charge, positive towards vacuum, from the plane where d_par = 0.
# Microscopic tests use ws = 1 and a unit length; the example uses eV, angstrom.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import newton, brentq

# ---------- graded local Drude layer: density 1-s^2 for 0<s<1 ----------
PLANE = 2.0 / 3.0     # distance of the d_par = 0 plane from the metal-side foot


def path(t, arch):
    """Complex path above the zero of eps, and its derivative."""
    return t + 4j * arch * t * (1 - t), 1 + 4j * arch * (1 - 2 * t)


def centroids(w, plane, arch):
    """d_perp and d_par as first moments of dE_z and d(eps), uniform D_z."""
    x, weight = np.polynomial.legendre.leggauss(240)
    s, ds = path((x + 1) / 2, arch)
    ratio = 2 / w**2
    eps = 1 - ratio * (1 - s**2)
    deps = 2 * ratio * s
    field_step = -deps / eps**2 * ds * weight / 2
    eps_step = deps * ds * weight / 2
    z = s - plane
    return (np.sum(z * field_step) / np.sum(field_step),
            np.sum(z * eps_step) / np.sum(eps_step))


def integrate_layer(w, q, arch):
    """Integrate (eps phi')' = q^2 eps phi from the bulk solution exp(qz)."""
    ratio = 2 / w**2

    def rhs(t, y):
        s, ds = path(t, arch)
        eps = 1 - ratio * (1 - s * s)
        return [y[1] / eps * ds, q * q * eps * y[0] * ds]

    start = np.exp(-q * PLANE)
    y0 = np.array([start, (1 - ratio) * q * start], dtype=complex)
    sol = solve_ivp(rhs, (0, 1), y0, method="DOP853", rtol=1e-11, atol=1e-13)
    return sol.y[:, -1]


def graded_pole(q, arch=0.4):
    def mismatch(w):
        phi, flux = integrate_layer(w, q, arch)
        return flux / q + phi
    return newton(mismatch, 1.0 + 0j, x1=0.99 - 0.01j, tol=1e-10)


d_layer, dpar_layer = centroids(1.0, PLANE, 0.4)
assert abs(dpar_layer) < 1e-10
# causality: with loss the real axis is safe and must agree with the path
lossy = np.sqrt(1 + 0.1j)
assert abs(centroids(lossy, PLANE, 0.0)[0]
           - centroids(lossy, PLANE, 0.4)[0]) < 1e-7
assert d_layer.imag > 0

h = 0.005
q_list = [2 * h, h]
poles = [graded_pole(q) for q in q_list]
shifts = [p - 1 for p in poles]
slope = 2 * shifts[1] / h - shifts[0] / (2 * h)
assert abs(slope.real + d_layer.real / 2) < 5e-4
assert abs(slope.imag + d_layer.imag / 2) < 5e-4
remainder = [abs(s + q * d_layer / 2) for s, q in zip(shifts, q_list)]
order_ratio = remainder[0] / remainder[1]
assert 3.5 < order_ratio < 4.5
path_change = abs(graded_pole(h, 0.6) - poles[1])
assert path_change < 1e-8

# the two matching conditions, read from the full solution
jump_error, flux_error = [], []
for q, w in zip(q_list, poles):
    phi_end = integrate_layer(w, q, 0.4)[0]
    A = phi_end * np.exp(q * (1 - PLANE))
    eps_metal = 1 - 2 / w**2
    jump_error.append(abs((A - 1) / (q * (A + 1)) - d_layer))
    flux_error.append(abs(A / (-eps_metal) - 1))
jump_ratio = jump_error[0] / jump_error[1]
flux_ratio = flux_error[0] / flux_error[1]
assert 1.8 < jump_ratio < 2.2
assert 3.5 < flux_ratio < 4.5

# another reference plane: d_perp alone fails, d_perp - d_par holds
d_foot, dpar_foot = centroids(1.0, 0.0, 0.4)
assert abs(slope + d_foot / 2) > 0.2
assert abs(slope + (d_foot - dpar_foot) / 2) < 1e-3


# ---------- hard-wall hydrodynamic metal, beta = ws = 1 ----------
def hydro_pole(q):
    def determinant(w):
        kappa = np.sqrt(q * q + 2 - w * w)
        return np.linalg.det(np.array([
            [1, -1, -1],                       # potential continuous
            [-q, -q, -kappa],                  # its slope continuous
            [0, q, w * w / 2 * kappa]])) / q   # no current through the wall
    return brentq(determinant, 1.0, 1.3, xtol=1e-14)


kappa0 = np.sqrt(2 - 1.0)
d_hydro = (quad(lambda z: z * np.exp(kappa0 * z), -np.inf, 0)[0]
           / quad(lambda z: np.exp(kappa0 * z), -np.inf, 0)[0])
hq = 0.01
hydro_slope = (2 * (hydro_pole(hq) - 1) / hq
               - (hydro_pole(2 * hq) - 1) / (2 * hq))
assert abs(hydro_slope + d_hydro / 2) < 1e-3 and hydro_slope > 0

# ---------- worked example: rough aluminium regime, eV and angstrom ----------
E_p, damping = 15.0, 0.6
d = 0.5 + 0.3j
period = 100.0
E_s = E_p / np.sqrt(2)
q = 2 * np.pi / period
hbar_c = sc.hbar * sc.c / sc.e * 1e10


def model_pole(q, d, damping=0.0, background=1.0):
    def condition(E):
        eps = background - E_p**2 / (E * (E + 1j * damping))
        return eps + 1 - q * d * (eps - 1)
    return newton(condition, E_s + 0j, x1=0.98 * E_s - 0.1j, tol=1e-11)


first_order = -q * d.real / 2
pole_bare = model_pole(q, 0.0, damping)
pole_d = model_pole(q, d, damping)
solved_fraction = (pole_d.real - pole_bare.real) / E_s
assert abs(solved_fraction - first_order) < (q * abs(d))**2
width_first = damping + E_s * q * d.imag
width_solved = -2 * pole_d.imag
assert abs(width_solved - width_first) < E_s * (q * abs(d))**2
E_shifted = E_s * (1 + first_order)
wavelength_nm = 2 * np.pi * hbar_c / E_shifted / 10


# retardation, local sharp surface
def retarded_fraction(q):
    def condition(E):
        k0 = E / hbar_c
        eps = 1 - E_p**2 / E**2
        return eps * np.sqrt(q * q - k0 * k0) + np.sqrt(q * q - eps * k0 * k0)
    return brentq(condition, 0.5 * E_s, E_s, xtol=1e-13) / E_s - 1


k_s = E_s / hbar_c
retarded = retarded_fraction(q)
assert abs(retarded / (-k_s**2 / (4 * q * q)) - 1) < 0.01
q_equal = (k_s**2 / (2 * d.real))**(1 / 3)
assert abs(retarded_fraction(q_equal) / (-q_equal * d.real / 2) - 1) < 0.01

# next order in q from the hydrodynamic metal at the same density
density = sc.epsilon_0 * sc.m_e * (E_p * sc.e / sc.hbar)**2 / sc.e**2
v_fermi = sc.hbar * (3 * np.pi**2 * density)**(1 / 3) / sc.m_e
hbar_beta = np.sqrt(3 / 5) * v_fermi * sc.hbar / sc.e * 1e10
x_hydro = hbar_beta * q / E_s
next_order = hydro_pole(x_hydro) - 1 - x_hydro / 2

# thin dielectric film on the metal (oxide or resist)
film, eps_film = 20.0, 2.0
th = np.tanh(q * film)
eps_eff = eps_film * (1 + eps_film * th) / (eps_film + th)
up, down = np.exp(q * film), np.exp(-q * film)
film_det = np.linalg.det(np.array([
    [1, -1, -1, 0],
    [-eps_eff, -eps_film, eps_film, 0],
    [0, up, down, -1],
    [0, eps_film * up, -eps_film * down, 1]]))
assert abs(film_det) < 1e-10
film_fraction = np.sqrt(2 / (1 + eps_eff)) - 1

# bound-electron background
eps_b = 1.05
E_b = model_pole(0.0, d, 0.0, eps_b).real
background_fraction = E_b / E_s - 1
small_q = 1e-4
b_coefficient = -(model_pole(small_q, d, 0.0, eps_b).real / E_b - 1) / (
    small_q * d.real)
assert abs(b_coefficient - 1 / (eps_b + 1)) < 1e-3

# thermal expansion lowers the electron density
expansion, heating = 2.3e-5, 100.0
thermal_fraction = (1 + expansion * heating)**(-1.5) - 1

print("GRADED LAYER (thickness L = 1, ws = 1)")
print(f"d_perp / L = {d_layer.real:.4f} + {d_layer.imag:.4f} i")
for qq, s in zip(q_list, shifts):
    f = -qq * d_layer / 2
    print(f"qL = {qq:.3f}: solved shift/ws = {s.real:.7f} {s.imag:+.7f} i")
    print(f"   first-order shift/ws = {f.real:.7f} {f.imag:+.7f} i")
print(f"slope at q=0, solved = {slope.real:.5f} {slope.imag:+.5f} i")
print(f"-d_perp/(2L) = {-d_layer.real/2:.5f} {-d_layer.imag/2:+.5f} i")
print(f"remainder ratio on halving q = {order_ratio:.3f}")
print(f"potential-jump error ratio = {jump_ratio:.3f}")
print(f"flux-matching error ratio = {flux_ratio:.3f}")
print(f"pole change with other path, /ws = {path_change:.1e}")
print(f"from layer foot: d_perp/L = {d_foot.real:.4f} {d_foot.imag:+.4f} i")
print(f"from layer foot: d_par/L = {dpar_foot.real:.4f}")
print("HYDRODYNAMIC HARD WALL (beta = ws = 1)")
print(f"d_perp = {d_hydro:.4f}, solved slope = {hydro_slope:.5f}")
print("EXAMPLE (rough aluminium regime)")
print(f"bulk plasmon energy = {E_p:.1f} eV")
print(f"bulk damping = {damping:.1f} eV")
print(f"d_perp = {d.real:.1f} + {d.imag:.1f} i angstrom")
print(f"grating period = {period:.0f} angstrom = {period/10:.0f} nm")
print(f"q = {q:.5f} 1/angstrom")
print(f"unshifted surface plasmon = {E_s:.3f} eV")
print(f"first-order fraction = {100*first_order:.3f} %")
print(f"fraction from solved pole condition = {100*solved_fraction:.3f} %")
print(f"first-order energy shift = {E_s*first_order:.4f} eV")
print(f"shifted surface plasmon = {E_shifted:.3f} eV")
print(f"its free-space wavelength = {wavelength_nm:.1f} nm")
print(f"full width, first order = {width_first:.3f} eV")
print(f"full width, solved = {width_solved:.3f} eV")
print("NEGLECTED EFFECTS (fraction of unshifted energy)")
print(f"retardation = {100*retarded:.3f} %")
print(f"period where it equals d shift = {2*np.pi/q_equal:.0f} angstrom")
print(f"hydrodynamic hbar*beta = {hbar_beta:.2f} eV angstrom")
print(f"next order in q, hydrodynamic = {100*next_order:.3f} %")
print(f"film: thickness {film:.0f} angstrom, permittivity {eps_film:.1f}")
print(f"film effective permittivity = {eps_eff:.3f}")
print(f"film shift = {100*film_fraction:.2f} %")
print(f"trial bound background = {eps_b:.2f}")
print(f"background shift = {100*background_fraction:.2f} %")
print(f"coefficient replacing 1/2 = {b_coefficient:.4f}")
print(f"linear expansion = {expansion:.1e} 1/K, heating = {heating:.0f} K")
print(f"thermal shift = {100*thermal_fraction:.3f} %")
print("every check passed")
```

Output:

```
GRADED LAYER (thickness L = 1, ws = 1)
d_perp / L = 0.1449 + 0.5554 i
qL = 0.010: solved shift/ws = -0.0007291 -0.0027825 i
   first-order shift/ws = -0.0007247 -0.0027768 i
qL = 0.005: solved shift/ws = -0.0003635 -0.0013898 i
   first-order shift/ws = -0.0003624 -0.0013884 i
slope at q=0, solved = -0.07247 -0.27768 i
-d_perp/(2L) = -0.07247 -0.27768 i
remainder ratio on halving q = 4.019
potential-jump error ratio = 2.007
flux-matching error ratio = 4.007
pole change with other path, /ws = 4.8e-14
from layer foot: d_perp/L = 0.8116 +0.5554 i
from layer foot: d_par/L = 0.6667
HYDRODYNAMIC HARD WALL (beta = ws = 1)
d_perp = -1.0000, solved slope = 0.50000
EXAMPLE (rough aluminium regime)
bulk plasmon energy = 15.0 eV
bulk damping = 0.6 eV
d_perp = 0.5 + 0.3 i angstrom
grating period = 100 angstrom = 10 nm
q = 0.06283 1/angstrom
unshifted surface plasmon = 10.607 eV
first-order fraction = -1.571 %
fraction from solved pole condition = -1.579 %
first-order energy shift = -0.1666 eV
shifted surface plasmon = 10.440 eV
its free-space wavelength = 118.8 nm
full width, first order = 0.800 eV
full width, solved = 0.803 eV
NEGLECTED EFFECTS (fraction of unshifted energy)
retardation = -0.183 %
period where it equals d shift = 205 angstrom
hydrodynamic hbar*beta = 9.98 eV angstrom
next order in q, hydrodynamic = 0.044 %
film: thickness 20 angstrom, permittivity 2.0
film effective permittivity = 1.895
film shift = -16.88 %
trial bound background = 1.05
background shift = -1.23 %
coefficient replacing 1/2 = 0.4878
linear expansion = 2.3e-05 1/K, heating = 100 K
thermal shift = -0.344 %
every check passed
```
